The Quartic Counterterm and Coupling Flow in One-Loop Scalar QED

**The situation**

Two charged spinless particles scatter. Suppose that at the classical level they interact through the electromagnetic field alone, with no contact force. They can exchange two photons, and both exchanges can take place within an arbitrarily small region. Seen from far away, such a process looks like a contact interaction. If its strength diverges, a theory without a contact coupling cannot be renormalized, and the coupling must be put in from the start. The task is to find out whether the divergence is there, and then how the coupling depends on scale.

The Lagrangian for one complex scalar φ of charge e and mass m is

L = −¼F² + |Dφ|² − m²|φ|² − (λ/4)|φ|⁴, D = ∂ + ieA.

I use ħ = c = 1, metric (+,−,−,−) and e² = 4πα, so e and λ are pure numbers in four dimensions. Expanding the covariant derivative gives

|Dφ|² = |∂φ|² − ieA^μ(φ*∂_μφ − φ∂_μφ*) + e²A²|φ|².

An incoming scalar of momentum p gives ∂φ → −ip, and an outgoing one of momentum p′ gives ∂φ* → +ip′. Multiplying the interaction terms by i gives the vertices:

one photon: i(−ie)(−ip − ip′)^μ = −ie(p+p′)^μ
two photons (seagull): 2ie²g^μν
four scalars: −i(λ/4)·2·2 = −iλ.

The 2 in the seagull counts the two ways of attaching the photons. The 2·2 counts the attachments of two incoming and two outgoing scalars. The scalar propagator is i/(p²−m²). With gauge parameter ξ, the photon propagator is

D_μν(k) = −(i/k²)(P + ξQ)_μν, Q_μν = k_μk_ν/k², P = g − Q.

P and Q are projectors: P² = P, Q² = Q, PQ = 0, with traces 3 and 1 in four dimensions.

**What has to be computed**

A one-loop diagram with four external scalars has a dimensionless coefficient, so it diverges at most logarithmically. Differentiating it with respect to an external momentum or a mass adds a power of 1/k at large loop momentum k and makes it converge. The divergence is therefore a constant. It can be read off with external momenta set to zero and masses dropped in the large-k integrand, provided that small k is cut off at some M.

Every such integrand becomes a number times 1/k⁴. Rotating k⁰ = ik₄ gives d⁴k = i d⁴k_E, and the angular integral is 2π²:

∫d⁴k/(2π)⁴ 1/k⁴ = i (2π²/16π⁴) ∫_M^Λ dk/k = (i/16π²) ln(Λ²/M²).

In d = 4−ε dimensions the radial integral is instead ∫_M^∞ dk k^(−1−ε) = M^(−ε)/ε. Its pole is 1/ε where the cutoff gave ½ ln Λ². Both cases are covered by

∫ 1/k⁴ → iL/(16π²), L = ln Λ² or L = 2/ε.

The difference between traces in d and in four dimensions is of order ε and changes finite parts only. I write iM for the sum of amputated diagrams that cannot be split by cutting one line.

**Simplest case: λ = 0, Landau gauge**

Set ξ = 0. A scalar entering with zero momentum and absorbing a photon k has the vertex −iek^μ. This meets a propagator proportional to P, and k^μP_μν = 0. Every triangle and box contains such a vertex, so none of them has a logarithmic divergence in this gauge.

What remains is the bubble: two seagulls joined by two photons. It has symmetry factor ½, because the photons are interchangeable. Its integrand is

½(2ie²)² D_μν D^μν = ½(−4e⁴)(−1)(3/k⁴) = 6e⁴/k⁴.

The incoming particles can be joined to the outgoing ones in two ways, so there are two bubbles:

M_div = 12e⁴ L/(16π²).

This is not zero. A counterterm −(δλ/4)|φ|⁴ has the vertex −iδλ and adds −δλ to M. Cancellation requires

δλ = 12e⁴L/(16π²) = 24e⁴/(16π²ε) = 3e⁴/(2π²ε).

No other counterterm can do this. Rescaling φ changes the quartic term by a multiple of λ, which is zero here. The diagrams left out of M, where one photon connects two corrected parts, are made finite by the counterterms for the fields and the charge.

*Check with a constant field.* Let φ = v/√2 be constant. The seagull term becomes ½e²v²A², a photon mass squared e²v². A real mode of mass squared W adds ½∫ln(k²+W) to the potential, with k Euclidean. The second-order term of the logarithm is −W²/(2k⁴), so the divergent quartic part is

−(W²/4) L/(16π²) per mode.

In Landau gauge three photon modes carry this mass. With v² = 2|φ|²,

ΔV = −(3/4)e⁴v⁴ L/(16π²) = −3e⁴|φ|⁴ L/(16π²).

Compared with (λ/4)|φ|⁴, this shifts λ by −12e⁴L/(16π²). Since λ enters M as −λ, the sign and the factor agree with the diagrams. The sign also has a meaning: the second-order effect of the seagull lowers the energy, so if λ is zero at the cutoff Λ, the contact force induced at the lower scale M is attractive.

**Any gauge: boxes and triangles enter**

For ξ ≠ 0 the one-photon vertices contribute. It helps to treat a whole scalar line at once. The line starts and ends with zero momentum and absorbs photons k and −k. If k comes first, the scalar carries k in between, and the two vertices and the propagator give

(−iek^μ)(−iek^ν)(i/k²) = −ie²Q^μν.

In the other order the scalar carries −k. Both vertices change sign and the product is the same. The two orders together give −2ie²Q, and the seagull gives 2ie²g. The complete line is

T = 2ie²(g − Q) = 2ie²P.

So the line is transverse once all attachments are included. This is current conservation at work, and it removes ξ from the sum. Two lines joined by two photons give ½ tr(T D T D), where the ½ compensates for exchanging the photon labels. With two ways of joining the external particles,

2·½·(2ie²)²·(−1/k⁴)·tr P = 12e⁴/k⁴.

To see the separate classes, keep g and Q apart and use

tr(DD) = −(3+ξ²)/k⁴, tr(QDD) = tr(QDQD) = −ξ²/k⁴.

The contributions to M, in units of e⁴L/(16π²), are

bubbles: 2·½·(2i)²·[−(3+ξ²)] = 4(3+ξ²)
triangles: 2·½·2·(2i)(−2i)·(−ξ²) = −8ξ²
boxes: 2·½·(−2i)²·(−ξ²) = 4ξ².

The extra 2 for triangles says that the seagull may sit on either line. There are four distinct triangles and four boxes, crossed ones included. The sum is

12 + 4ξ² − 8ξ² + 4ξ² = 12.

At ξ = 0 the previous result returns. In Feynman gauge, ξ = 1, the classes give 16 − 8 + 4 = 12. The numerical check evaluates the diagrams from the vertices at nonzero external momenta and finds these three numbers. At ξ = 3 it finds 48, −72 and 36, again with sum 12. How the divergence is shared among the classes is a matter of gauge; the sum is not.

**Switching on λ**

The counterterm forces a quartic coupling into the theory, so its own loops must be included.

*Two quartic vertices.* The integrand is

(−iλ)²(i/k²)² = (−λ²)(−1)/k⁴ = λ²/k⁴.

If the two incoming particles meet at one vertex, two identical scalars run in parallel to the other vertex, and the symmetry factor is ½. If each vertex has one incoming and one outgoing particle, the charge circulates around the loop and the factor is 1. There are two such diagrams. The sum is (½+1+1)λ² = (5/2)λ².

The constant field tests this count. The potential λv⁴/16 gives the radial mode the mass squared 3λv²/4 and the phase mode λv²/4. Then

ΔV = −¼(9/16 + 1/16)λ²v⁴ L/(16π²) = −(5/8)λ²|φ|⁴ L/(16π²),

which shifts λ by −(5/2)λ²L/(16π²), as it should.

*One quartic vertex and one photon.* The photon joins two different external legs. If both ends are on the same leg, the diagram is a self-energy of that leg and not part of M. The contraction needed is k^μD_μν k^ν = −iξ.

For two incoming legs, one absorbs k and the other −k, so the vertices are −iek and +iek:

(−iλ)(−ie)(+ie)(i/k²)²(−iξ) = +ξe²λ/k⁴.

Two outgoing legs give the same. For one incoming and one outgoing leg, the scalar enters the quartic vertex with k and leaves it with k. Both photon vertices are then −iek, and the sign is reversed. There are two pairs of the first kind and four of the second, so the total is (2−4)ξe²λ = −2ξe²λ. It vanishes in Landau gauge, as it must.

Altogether,

δλ = [(5/2)λ² − 2ξe²λ + 12e⁴] L/(16π²).

This depends on ξ, so it cannot yet be the whole change of the coupling. The normalization of φ is missing.

**The field normalization**

Let iΠ(p) be the scalar self-energy. Seagull and quartic loops on a single line do not depend on p and affect the mass alone. The part that depends on p has a photon k and a scalar q = p+k:

iΠ = ∫ (−ie)²(2p+k)^μ(2p+k)^ν D_μν(k) (i/q²).

The scalar mass is dropped because it cannot affect the logarithmic coefficient of p². The prefactor is (−ie)²(−i)(i) = −e², so

iΠ = −e² ∫ [ (2p+k)²/(k²q²) − (1−ξ)((2p+k)·k)²/(k⁴q²) ].

Two identities simplify the numerators:

(2p+k)² = 2q² + 2p² − k²
(2p+k)·k = q² − p².

The first term becomes 2/k² + 2p²/(k²q²) − 1/q². In dimensional regularization 1/q² may be shifted to 1/k², and neither has a pole proportional to p². What is left is 2p²/k⁴ at large k.

In the second term,

(q²−p²)²/(k⁴q²) = q²/k⁴ − 2p²/k⁴ + p⁴/(k⁴q²).

The last piece converges at large k. In the first, q² = k² + 2p·k + p², where k² gives no p² term and 2p·k is odd. This leaves p²/k⁴ − 2p²/k⁴ = −p²/k⁴. With the factor −(1−ξ), the second term gives +(1−ξ)p²/k⁴. Hence

iΠ_div = −ie²(3−ξ)p² L/(16π²).

The counterterm δ₂|∂φ|² contributes iδ₂p², so

δ₂ = (3−ξ)e² L/(16π²).

**The bare coupling and its flow**

The bare field is φ₀ = (1+δ₂)^½ φ, and the bare quartic term is (λ₀/4)|φ₀|⁴. In d dimensions φ has mass dimension (d−2)/2, so λ₀ has dimension d − 2(d−2) = ε. A scale μ supplies it:

λ₀(1+δ₂)² = μ^ε(λ + δλ).

To one-loop order,

λ₀ = μ^ε(λ + δλ − 2λδ₂).

The e²λ terms in the bracket, in units of L/(16π²), are −2ξ − 2(3−ξ) = −6. The gauge parameter has cancelled. With L = 2/ε,

λ₀ = μ^ε(λ + a/ε), a = (5λ² − 12e²λ + 24e⁴)/(16π²).

The bare coupling does not know about μ. Let x = e² and let a dot denote d/d ln μ. Then

0 = ελ + a + λ̇ + (λ̇ ∂a/∂λ + ẋ ∂a/∂x)/ε.

In d dimensions λ̇ = −ελ + β_λ and ẋ = −εx + O(x²). The terms of second order in the couplings give

β_λ = λ ∂a/∂λ + x ∂a/∂x − a.

Terms of third order belong with the two-loop poles. Since a is homogeneous of degree two, the derivative terms add up to 2a, and therefore β_λ = a:

β_λ = dλ/d ln μ = (5λ² − 12e²λ + 24e⁴)/(16π²).

At e = 0 this is the flow of a neutral quartic theory, and λ = 0 stays zero. At λ = 0 it is 24e⁴/(16π²), so electromagnetism generates the coupling. The middle term comes, in Landau gauge, entirely from the field normalization. If the potential is written as c|φ|⁴, then c = λ/4 and

β_c = (20c² − 12e²c + 6e⁴)/(16π²).

**Can the two couplings run together?**

This requires the running of e². The vacuum polarization has the form i(q²g^μν − q^μq^ν)Π(q²), with trace 3iq²Π. The seagull loop does not depend on q. The other loop has trace

(−ie)² i² ∫ (2k+q)²/(k²(k+q)²) = e² ∫ (2k+q)²/(k²(k+q)²).

Since (2k+q)² = 2k² + 2(k+q)² − q², the logarithmic part is −ie²q²L/(16π²), and Π_div = −(e²/3)L/(16π²). The counterterm −¼δ₃F² adds −δ₃ to Π, so δ₃ = −(e²/3)L/(16π²).

Gauge invariance keeps the product eA in D unchanged, so e₀² = μ^ε e²/(1+δ₃). This gives e₀² = μ^ε[e² + e⁴/(24π²ε)]. The homogeneity argument applies again:

de²/d ln μ = e⁴/(24π²).

For the ratio r = λ/e²,

dr/d ln μ = (e²/16π²)(5r² − 12r + 24 − 2r/3).

Dividing by d ln e²/d ln μ = e²/(24π²) gives

dr/d ln e² = (3/2)(5r² − 38r/3 + 24) = 7.5[(r−c)² + w²],

where now c = 19/15 and w² = 24/5 − c², so w ≈ 1.788. The right side is positive for every real r. At one loop, then, no fixed ratio exists at which λ simply follows e². The solution is

r = c + w tan[7.5 w ln(e²/e²(μ₀)) + arctan((r₀−c)/w)].

Nor does β_λ itself vanish for e ≠ 0. Its minimum at fixed e is at λ = 1.2e², where 16π²β_λ = (7.2 − 14.4 + 24)e⁴ = 16.8e⁴.

**Numbers**

Take the round parameters e²(μ₀) = 0.1 and λ(μ₀) = 0, with all scales far above m. The initial slope is

β_λ = 24(0.1)²/(16π²) = 0.00152.

Over one decade, ln 10 = 2.303, this predicts λ = 0.00350. Integrating both flows gives:

μ/μ₀ = 10⁻³: λ = −0.01076, straight line −0.01050
μ/μ₀ = 10: λ = 0.00347, straight line 0.00350
μ/μ₀ = 10³: λ = 0.01027, straight line 0.01050
μ/μ₀ = 10¹⁶: λ = 0.0505, straight line 0.0560.

As long as the one-loop solution stays finite, a coupling set to zero at one scale is positive above it and negative below it. The negative value does not by itself decide whether the vacuum is stable; that requires the effective potential, including the mass term.

Near μ₀ the curve bends below the straight line. Differentiating β_λ at λ = 0 gives

d²λ/d(ln μ)² = β_λ (e²/16π²)(−12 + 4/3) = −1.03×10⁻⁵.

The −12 is the e²λ term, and the 4/3 comes from the growth of e⁴. At μ = 10³μ₀, ln μ/μ₀ = 6.908 and the correction is −½(6.908)²(1.027×10⁻⁵) = −0.000245. The integrated value lies 0.000233 below the line, so this term has the right sign and size and overshoots slightly; the remainder is of higher order in ln(μ/μ₀). At 10¹⁶ the straight line is about 11% too high relative to the integrated value.

Above μ₀ the tangent diverges when its argument reaches π/2:

ln(e²/0.1) = [π/2 + arctan(c/w)]/(7.5w) = 0.1631, e² = 0.11772.

The charge equation then gives the scale:

ln(μ/μ₀) = 24π²(1/0.1 − 1/0.11772) ≈ 357,

or μ ≈ 10¹⁵⁵μ₀. When λ diverges, e² has grown by about 18%, which is about 8.5% in the charge e itself. This pole belongs to the one-loop equation. Before it is reached, λ/(16π²) is no longer small and the neglected loops matter, so the approximation already fails at a lower scale and the number is not a prediction. The solution has a second pole below μ₀, where the argument reaches −π/2 and λ → −∞: ln(e²/0.1) = −[π/2 − arctan(c/w)]/(7.5w) = −0.0712, e² = 0.0931, ln(μ/μ₀) ≈ −175, or μ ≈ 10⁻⁷⁶μ₀. It is formal for the same reason. The poles in ε do not depend on m, so the flow equations keep their form at every μ. At momenta far below m, however, the scalar loop in the vacuum polarization hardly varies with momentum, and the running e² no longer describes how the effective charge depends on momentum.

Computed results

```
All couplings and coefficients are dimensionless.
Cutoff growth / predicted logarithm: 0.999957
eps * 16 pi^2 * integral at eps = 0.001: 2.0020
e^4 log coefficients from Feynman rules, nonzero momenta:
 xi=0: bubble 12.0000, triangle 0.0000, box 0.0000, sum 12.0000
 xi=1: bubble 16.0000, triangle -8.0000, box 4.0000, sum 12.0000
 xi=3: bubble 48.0000, triangle -72.0000, box 36.0000, sum 12.0000
Determinant, e^4 part (s seagull, g single vertex): 4*g**4*xi**2 - 8*g**2*s*xi**2 + 4*s**2*xi**2 + 12*s**2
Determinant, full log coefficient of M: 12*e**4 - 2*e**2*lam*xi + 5*lam**2/2
Scalar field log coefficient / e^2: 3 - xi
Transverse vacuum polarization log coefficient / e^2: -1/3
16 pi^2 beta_lam, with x = e^2: 5*lam**2 - 12*lam*x + 24*x**2
Minimum of 16 pi^2 beta_lam / e^4: 16.80 at lam/e^2 = 1.20
Example input: e^2(mu0) = 0.1, lam(mu0) = 0.0
alpha(mu0) = e^2/(4 pi): 0.007958
eps * delta_lam at mu0: 1.519818e-03
beta_lam at mu0: 1.519818e-03
log10(mu/mu0), e^2, lam, first-logarithm estimate of lam:
  -3  0.099709  -0.010756  -0.010499
   1  0.100097  0.003473  0.003500
   3  0.100292  0.010265  0.010499
   6  0.100587  0.020106  0.020997
  16  0.101580  0.050543  0.055992
Centre and width of tangent solution: 1.26667, 1.78761
Formal pole: e^2 = 0.11772, ln(mu/mu0) = 356.56
Formal pole: log10(mu/mu0) = 154.85
Numerical flow reaches lam = 1e4 at ln(mu/mu0) = 356.56
```
